# Shape-independent image sums for periodic dislocation dipoles

A supercell calculation of a dislocation core forces a decision before it starts: which cell vectors to use, and which elastic energy to subtract from the computed total to leave the core energy. The first follows from the mean plastic distortion of the dipole, the second from the field of a periodic array of dislocation dipoles. Adding up the images gives different answers for different summation regions. For the screw dipole in iron treated below, five regions give energies from 6.0 to 8.7 eV/nm, while the elastic energy of the undeformed cell is 12.3 eV/nm.

The remedy, due to Cai, Bulatov, Chang, Li and Yip, is to measure the spurious part of the sum and subtract it.

## The field being summed

Straight dislocations run along $z$ in a homogeneous, linear elastic, possibly anisotropic medium, and nothing depends on $z$. The in-plane cell vectors are $\mathbf c_1,\mathbf c_2$ and the cell area is $A$. Each cell holds a line $+\mathbf b$ at $\mathbf d/2$ and a line $-\mathbf b$ at $-\mathbf d/2$. Repeated indices are summed, and $(C{:}S)_{ij}=C_{ijkl}S_{kl}$.

Try $\mathbf u=\mathbf a f(x+py)$. Each $x$ derivative gives $f'$ and each $y$ derivative gives $pf'$, so equilibrium, $C_{ijkl}\partial_j\partial_l u_k=0$, becomes
$$[Q+p(R+R^T)+p^2T]\mathbf a=0,$$
with $Q_{ik}=C_{i1k1}$, $R_{ik}=C_{i1k2}$, $T_{ik}=C_{i2k2}$. A real $p$ is impossible: with $\mathbf n=(1,p)$ it would make $C_{ijkl}a_in_ja_kn_l$ vanish, but this is positive in a stable crystal. The six roots therefore form three conjugate pairs. I take the three with $\mathrm{Im}\,p_\alpha>0$ and assume them distinct; an isotropic medium violates this and needs its own formulas or a slight perturbation.

The stresses are $\sigma_{i2}=[(R^T+pT)\mathbf a]_if'$ and $\sigma_{i1}=[(Q+pR)\mathbf a]_if'$. With $\mathbf L=(R^T+pT)\mathbf a$, the eigenvalue equation reads $(Q+pR)\mathbf a=-p\mathbf L$. Hence the stress function $\boldsymbol\phi=\mathbf Lf$ gives
$$\sigma_{i2}=\partial_x\phi_i,\qquad \sigma_{i1}=-\partial_y\phi_i .$$

For one dislocation at the origin, with $z_\alpha=x+p_\alpha y$,
$$\mathbf u^{(1)}=\mathrm{Re}\sum_\alpha\frac{\mathbf a_\alpha D_\alpha}{2\pi i}\ln z_\alpha,\qquad \boldsymbol\phi^{(1)}=\mathrm{Re}\sum_\alpha\frac{\mathbf L_\alpha D_\alpha}{2\pi i}\ln z_\alpha .$$
A counterclockwise circuit adds $2\pi i$ to each logarithm. The displacement must gain $\mathbf b$, so $\mathrm{Re}\sum\mathbf a_\alpha D_\alpha=\mathbf b$. The change of $\boldsymbol\phi$ is minus the force transmitted through the circuit, which is zero, so $\mathrm{Re}\sum\mathbf L_\alpha D_\alpha=0$. These six real equations fix the three complex $D_\alpha$.

For the dipole, put $\delta_\alpha=d_x+p_\alpha d_y$ and replace the logarithm by
$$\ln\frac{z_\alpha-\delta_\alpha/2}{z_\alpha+\delta_\alpha/2}.$$
The principal branch is cut where the ratio equals $-s$ with $s>0$, that is, at $z_\alpha=\tfrac12\delta_\alpha(1-s)/(1+s)$. For all three roots this is the segment joining the two lines. Off that segment $\mathbf u$ is single-valued.

If $\mathbf d$ points along $+x$, a circuit round the $+\mathbf b$ line from below the cut to above it gains $\mathbf b$. The jump is thus $\mathbf b$ along the normal $\hat{\mathbf z}\times\hat{\mathbf d}$. The total gradient of $\mathbf u$ contains this jump as a delta function, the plastic distortion, whose cell average is
$$\beta^p=\frac{\mathbf b\otimes(\hat{\mathbf z}\times\mathbf d)}{A}.$$
The remainder of the gradient is the elastic distortion $\beta$, which carries the stress.

## What goes wrong with the direct sum

Far away the dipole field is $\mathbf u^{\rm far}=-(\mathbf d\cdot\nabla)\mathbf u^{(1)}$. So $\mathbf u$ falls as $1/r$, $\beta$ as $1/r^2$ and $\partial\beta$ as $1/r^3$. A ring of radius $r$ holds $2\pi r\,dr/A$ cells. The sum of $|\mathbf u|$ therefore grows linearly with the size $N$ of the region, and the sum of $|\beta|$ as $\ln N$.

In the iron example, enlarging a block of cells from $|n_1|,|n_2|\le60$ to $120$ adds 0.05358 to the sum of $|\beta|$. The logarithmic law, with its coefficient from an angular integral of the far field, also gives 0.05358. Neither series converges absolutely.

The signed stress sum does converge if a region $\Omega$ containing the origin is scaled up at fixed shape. Let $h$ be a component of $\mathbf u^{\rm far}$, which is single-valued and of degree $-1$, and write $\partial_jh=g_j(\theta)/r^2$. Integrating over an annulus in two ways,
$$\ln\frac{r_2}{r_1}\oint g_j\,d\theta=\oint_{r_2}h\,n_j\,dl-\oint_{r_1}h\,n_j\,dl=0,$$
because $h\,dl$ does not change with scale and the two circles contribute equally. The coefficient of the logarithm vanishes and a finite limit remains.

That limit depends on $\Omega$, but in a simple way. The $\mathbf r$-derivative of the difference between two regions is a sum of at most order $N^2$ terms of order $N^{-3}$, which vanishes. Two shapes therefore differ by a constant distortion, hence a uniform stress.

Now shift $\mathbf r$ by a lattice vector $\mathbf c$. This leaves order $N$ unmatched terms at the boundary. For $\beta$ each is of order $N^{-2}$, so $\beta$ is periodic in the limit. For $\mathbf u$ each is of order $N^{-1}$, so a finite mismatch survives. Since $\beta$ is periodic, the mismatch does not depend on $\mathbf r$, and it is additive in $\mathbf c$:
$$\mathbf u_{\rm sum}(\mathbf r+\mathbf c)-\mathbf u_{\rm sum}(\mathbf r)=S\,\mathbf c .$$
The constant $3\times2$ matrix $S$ is the spurious distortion. These differences converge for any scaled $\Omega$; $\mathbf u_{\rm sum}$ itself converges if $\Omega$ is also inversion-symmetric, because the $1/R$ terms then cancel in pairs.

## How large the spurious part is

$S$ is the cell average of the total gradient of $\mathbf u_{\rm sum}$. Summing one cell's average over all images is the same as integrating the gradient of a single dipole over the whole tiled region, so the divergence theorem gives
$$S_{ij}=\frac1A\oint_{\partial\Omega}u_i^{\rm far}n_j\,dl .$$
(The tiled region is the mirror image of $\Omega$, but $\mathbf u^{\rm far}$ and $\mathbf n$ both change sign under inversion.) The integral does not change with scale, so enlarging the region never removes $S$. Separating the plastic part, the mean elastic distortion of the raw sum is $S-\beta^p$.

An isotropic screw with $\mathbf d$ along $x$ shows the range. There $u_z^{(1)}=b\theta/2\pi$ and $u_z^{\rm far}=bd\,y/2\pi r^2$. For a rectangle of half-width $w$ and half-height $h$, top and bottom contribute equally to $S_{zy}$:
$$S_{zy}=\frac2A\int_{-w}^{w}\frac{bd\,h\,dx}{2\pi(x^2+h^2)}=\frac{2}{\pi}\arctan\!\Big(\frac wh\Big)\frac{bd}{A}.$$
A very tall region gives $0$, a square gives half of $\beta^p_{zy}=bd/A$, and a very wide one gives all of it.

For a disc the value one half survives anisotropy if $z$ is a threefold axis and the dislocation is pure screw. Let $T_{kj}=\oint\partial_ku_z^{(1)}n_j\,dl$ on the circle. With tangent $(-n_y,n_x)$, the circuit condition is $T_{yx}-T_{xy}=b$. Threefold symmetry allows only a multiple of the identity plus an antisymmetric part, so $T_{xy}=-b/2$ and $S_{zy}=-dT_{xy}/A=bd/2A$.

## The corrected scheme

1. Choose a region of lattice vectors and sum $\mathbf u$ at $\pm\mathbf c_1/2$ and $\pm\mathbf c_2/2$, measured from the dipole centre. These points must not lie on a cut.
2. Form $\Delta_m=\mathbf u_{\rm sum}(\mathbf c_m/2)-\mathbf u_{\rm sum}(-\mathbf c_m/2)$ and solve $S=[\Delta_1\,\Delta_2][\mathbf c_1\,\mathbf c_2]^{-1}$.
3. Replace $\mathbf u_{\rm sum}$ by $\mathbf u_{\rm sum}-S\mathbf r$, $\beta_{\rm sum}$ by $\beta_{\rm sum}-S$, and $\sigma_{\rm sum}$ by $\sigma_{\rm sum}-C{:}S$.

The resulting $\mathbf u$ is periodic and, up to a constant, unique. The difference $\mathbf w$ of two such solutions has no dislocations, is periodic and is in equilibrium. Then $\int C_{ijkl}\partial_jw_i\partial_lw_k\,dA=0$, because the boundary terms on opposite cell faces cancel. So $\mathbf w$ has no strain and, being periodic, is constant. This is why every shape must lead to the same field.

The symmetric measuring points matter at finite $N$. Near the home cell the missing images add $\varepsilon_0+\varepsilon_1r+\varepsilon_2r^2+\dots$ to $\beta$. The measurement absorbs $\varepsilon_0$ completely, and the linear term averages to zero between $\pm\mathbf c_m/2$. The coefficient $\varepsilon_1$ sums second derivatives of $\mathbf u$, which are odd in $\mathbf R$. It cancels for a centred region and is of order $N^2N^{-3}=N^{-1}$ otherwise. The coefficient $\varepsilon_2$ is of order $N^2N^{-4}=N^{-2}$.

Doubling $N$ from 20 to 40 should thus cut the error by about 4 for a centred block and about 2 for an off-centre one ($-N\le n_1\le3N$, $|n_2|\le N$). Measured against a block with $N=320$, the factors are 3.94 and 1.98.

## Periodic displacement is not zero stress

With $S$ removed, the mean elastic distortion is $-\beta^p$, so the cell carries the mean stress $-C{:}\beta^p$. This stress is physical: it is the price of holding the cell vectors fixed while the dipole shears the crystal.

If the cell vectors are allowed a mean distortion $H$, the mean elastic distortion is $H-\beta^p$. The fluctuating field integrates to zero against a uniform one, so the energies add:
$$E(H)=E_{\rm fluct}+\tfrac A2(H-\beta^p){:}C{:}(H-\beta^p).$$
The undeformed cell has $H=0$. The minimum, at zero mean stress, is at $H=\beta^p$, up to a rigid in-plane rotation, and reaching it releases $\tfrac A2\,\beta^p{:}C{:}\beta^p$.

## The energy needs half the stress correction

In the fixed cell $E=\tfrac12\int\sigma{:}\beta\,dA$, where $\beta$ is the total gradient minus the local plastic distortion. The gradient term integrates to zero because $\mathbf u$ is periodic and $\sigma$ is in equilibrium. What remains lives on the cut. There $\hat{\mathbf z}\times d\mathbf l=(-dy,dx)$, so $\sigma_{ij}(\hat{\mathbf z}\times d\mathbf l)_j=\partial_y\phi_i\,dy+\partial_x\phi_i\,dx=d\phi_i$ and
$$E=-\tfrac12\,\mathbf b\cdot[\boldsymbol\phi(\mathbf d/2)-\boldsymbol\phi(-\mathbf d/2)].$$

The dipole's own part diverges at the cores and is replaced by the interaction of its two lines. The energy is a symmetric quadratic form in the plastic distortion, so moving the $+\mathbf b$ line by $\delta\mathbf r$ costs, without the factor one half,
$$\delta E=-b_i\sigma_{ij}(\hat{\mathbf z}\times\delta\mathbf r)_j,$$
with $\sigma$ the stress from everything except that line. This is the Peach–Koehler force. The partner contributes $-\boldsymbol\phi^{(1)}$, so integration gives
$$U(\mathbf d)=\mathbf b\cdot\mathrm{Re}\sum_\alpha\frac{\mathbf L_\alpha D_\alpha}{2\pi i}\ln\frac{\delta_\alpha}{r_0}.$$
This sets the zero of energy at $\mathbf d=(r_0,0)$. At the same distance in another direction $U$ is in general not zero, so a core energy must be quoted with both the core radius $r_0$ and this reference direction. The true core energy is left out.

For the images, the spurious stress $\sigma^S=C{:}S$ has stress function $\phi^S_i=\sigma^S_{i2}x-\sigma^S_{i1}y$. Subtracting it from $\boldsymbol\phi$ gives
$$E=\underbrace{U(\mathbf d)-\tfrac12\mathbf b\cdot[\boldsymbol\phi_{\rm img}]^{+}_{-}}_{\text{raw}}+\tfrac12\,b_i\sigma^S_{ij}(\hat{\mathbf z}\times\mathbf d)_j .$$
The last term equals $\tfrac A2\,\beta^p{:}C{:}S$. For $S=\beta^p$, the limit of a very wide region in the isotropic case, the raw energy is therefore that of the stress-free cell. For $S=0$ it is that of the fixed cell. For other shapes it is in general not even the energy of a cell with distortion $H=S$, since $E(H)$ is quadratic in $H$ while the raw energy is linear in $S$.

## A screw dipole in bcc iron

Take rough rounded constants $C_{11},C_{12},C_{44}=240,140,120$ GPa and lattice parameter 0.287 nm. The line lies along $[111]$, $x$ along $[\bar1\bar12]$, $y$ along $[1\bar10]$, and $b=0.2485$ nm. The cell has $\mathbf c_1=(3.5150,0)$ nm and $\mathbf c_2=(1.7575,1.8265)$ nm, area 6.420 nm² and 135 atomic rows. The dipole is an idealized elastic one. In an atomistic cell, two opposite screws with the same core type sit in opposite triangles of atomic rows, which $d_y=0$ cannot join. With $d_x$ kept, the nearest choice has $|d_y|=0.068$ nm, with the sign fixed by the core type, and $\beta^p$ must then be formed with that $\mathbf d$; it gains a $zx$ component, so zero mean stress also tilts $\mathbf c_1$ along $z$, by $b/27$. Here $\mathbf d=\mathbf c_1/2$, the lines form a quadrupolar pattern, and
$$\beta^p_{zy}=\frac{0.2485\times1.7575}{6.420}=0.0680 .$$

The regions are blocks of cells, except for a disc of radius 300 nm. "Equal" has $|n_1|,|n_2|\le120$; "wide" has $|n_1|\le240$, $|n_2|\le60$; "tall" exchanges these two limits; "offset" has $-120\le n_1\le360$, $|n_2|\le120$. Raw stresses are taken at $(0.35,0.85)$ nm, and energies use $r_0=b$ with the reference direction along $x$; taking it along $y$ instead would shift them all by about 0.08 eV/nm.

| region | $S_{zy}$ | raw $\sigma_{yz}$ (GPa) | raw $E$ (eV/nm) |
|---|---|---|---|
| equal | 0.0466 | −1.766 | 7.448 |
| wide | 0.0621 | −0.737 | 6.045 |
| tall | 0.0340 | −2.651 | 8.655 |
| disc | 0.0340 | −2.606 | 8.592 |
| offset | 0.0534 | −1.312 | 6.829 |

After correction all five give $-5.355$ GPa and 12.341 eV/nm. The contour integral reproduces each $S_{zy}$ to within $2\times10^{-5}$, and the disc gives half of $\beta^p_{zy}$, as derived. The tall block and the disc nearly agree before correction, so agreement between two shapes does not certify a raw sum.

The correction can be followed by hand for the equal block. The spurious stress is $-1.766+5.355=3.589$ GPa, and
$$\tfrac12(0.2485)(3.589)(1.7575)=0.784\ \text{GPa nm}^2=4.89\ \text{eV/nm},$$
which takes 7.448 to 12.34 eV/nm.

Agreement among shapes would not expose an error common to all of them. An independent solution avoids images altogether. It gives the cut a Gaussian profile and solves, for each non-zero reciprocal vector $\mathbf G$,
$$G_jC_{ijkl}G_l\,u_k(\mathbf G)=-iG_jC_{ijkl}\,\beta^p_{kl}(\mathbf G).$$
With Gaussian widths of 0.06 and 0.03 nm extrapolated to zero width, it gives $-5.355$ GPa at the same point. Its absolute energy depends on the smeared cores, but these cancel between two dipoles in the same cell. Changing $\mathbf d$ to $(0.9,0.6)$ nm alters the energy by $-4.987$ eV/nm by both routes.

The fixed cell carries a mean $\sigma_{yz}=-4.99$ GPa and also $\sigma_{xy}=-2.25$ GPa, because anisotropy couples the screw shear to in-plane shear. Beyond this mean stress, the other lines exert no stress on a given line here. Each line is an inversion centre of the pattern, and the fluctuating stress of the rest is odd about it. The computed stress on the $+\mathbf b$ line is indeed $-4.99$ GPa. By the Peach–Koehler formula it pushes that line towards its partner.

Zero mean stress requires $\mathbf c_2$ to be tilted along $z$ by $0.0680\times1.8265=0.124$ nm, which is $b/2$: the dipole spans half the cell width, so it produces half a Burgers vector of slip. The tilt releases
$$\tfrac12(6.420)(0.0680)(4.99)=1.09\ \text{GPa nm}^2=6.80\ \text{eV/nm},$$
leaving 5.54 eV/nm. The two lines alone would have $U=4.040\ln(1.7575/0.2485)=7.90$ eV/nm. The surroundings thus add 4.44 eV/nm in the fixed cell and remove 2.36 eV/nm in the tilted one. A core energy extracted with the wrong one of these references is off by 6.80 eV/nm per dipole.

The elastic constants and lattice parameter are near those of real iron, but a fixed-cell stress of 5 GPa is far above ordinary engineering loads. It is about five times a rough lattice friction of 1 GPa, so on this estimate the lines may glide together during relaxation unless the cell is tilted. Linearity is strained too: midway between the lines the distortion is 0.061 even at zero mean stress. A modulus that responded at first order, with a rough factor of 5 between strain and relative change, would shift by about 30 %. The modulus for this $yz$ shear does not: $(1\bar10)$ is a mirror plane, so reversing the shear is a symmetry and the change starts at second order. No symmetry protects the $xz$ shear, the twinning–antitwinning shear, which reaches about 0.056 midway between a line and the opposite line directly above or below it; there the local modulus does change at first order. At zero mean stress the distortion is odd about each line, so this first-order change has opposite signs on the two sides and cancels in the cell energy, though not in the local stress. Core dilatation, taken roughly as an added area $\delta A=0.1b^2$ per line, gives a strain of about $\delta A/2\pi r^2$, against the line's shear strain of about $b/4\pi r$. At $r=d/2$ the ratio $2\,\delta A/br$ is about 6 %. Thermal softening at 300 K is also about 6 %, which would scale the elastic energies by the same fraction. The agreement to several digits above is therefore numerical consistency within linear elasticity, not accuracy for iron.

For a cell of this kind, with zero net Burgers vector and a mean shear stress meant to vanish, the choice is to tilt the cell by $\beta^p$ and subtract the stress-free energy. The tilt does not remove the stress of the core dilatation: with the rough $\delta A$ above, two lines per cell leave an in-plane compression of about 0.6 GPa (roughly $2C_{1111}\,\delta A/A$, with $C_{1111}=310$ GPa in the rotated axes, when $\delta A$ is the far-field area change of an isolated line as used above; if $\delta A$ were instead the relaxation area of the core, the value would be $(C_{1111}+C_{1122})\,\delta A/A\approx0.4$ GPa), which needs a further change of the cell vectors or its own correction. If the cell vectors must stay fixed, the reference is the fixed-cell energy, provided the lines stay in place during relaxation; if they annihilate, no core energy can be extracted. A cell with a net Burgers vector lies outside the scheme: a circuit round the cell boundary must gain that vector, whereas a periodic distortion gives zero because opposite sides cancel. No linear subtraction can change this. The remaining computed values are in the numerical output.

## Computed results

```
C11, C12, C44 (rough): 240, 140, 120 GPa
lattice parameter (rough): 0.287 nm; b = 0.2485 nm
c1 = (3.5150, 0.0000) nm
c2 = (1.7575, 1.8265) nm
cell area 6.4200 nm^2; atomic rows 135
dipole vector d = (1.7575, 0.0000) nm
root p = -0.3808 +0.6444 i
root p = +0.0000 +1.8930 i
root p = +0.3808 +0.6444 i
energy prefactor of ln(d/r0): 4.040 eV/nm
mean plastic distortion zy: 0.06804
abs. distortion sum, N 60 to 120: +0.05358, law 0.05358
abs. displacement sum, growth ratio per doubling: 2.000
spurious S_zy by shape: measured, contour integral
  equal    0.04658  0.04658
  wide     0.06208  0.06208
  tall     0.03396  0.03396
  disc     0.03401  0.03402
  offset   0.05337  0.05337
stress yz at (0.35, 0.85) nm: raw, corrected (GPa)
  equal    -1.7660  -5.3552
  wide     -0.7372  -5.3552
  tall     -2.6511  -5.3552
  disc     -2.6055  -5.3552
  offset   -1.3123  -5.3553
  Fourier reference -5.3552 GPa
energy with r0 = b: raw, corrected (eV/nm)
  equal     7.4479  12.3408
  wide      6.0454  12.3408
  tall      8.6545  12.3408
  disc      8.5923  12.3408
  offset    6.8292  12.3408
energy change to d=(0.9,0.6) nm: -4.9868 eV/nm
  same from Fourier: -4.9868 eV/nm
error ratio N 20 to 40: centred 3.94, off-centre 1.98
fixed-cell mean stress yz -4.990 GPa, xy -2.245 GPa
fixed-cell mean stress xx 0.000 GPa, yy -0.000 GPa
stress yz on the +b line, fixed cell: -4.990 GPa
tilt of c2 along z for zero mean stress: 0.1243 nm = 0.500 b
energy released by the tilt: 6.8021 eV/nm
energy at zero mean stress: 5.5387 eV/nm
neglected: distortion zy midway, zero mean stress: 0.0608
  modulus change there (rough factor 5): 30 %
  core dilatation (rough 0.1 b^2) / line field: 5.7 %
  softening at 300 K (rough 2e-04 per K): 6 %
  |fixed-cell yz stress| / lattice friction (rough 1 GPa): 5.0
```
